\section*{Why Matthiessen's rule improves in a strongly degenerate channel}

\section{The decision}

A mobility calculation for a channel with two scattering mechanisms can be organised in two ways. One can compute a mobility for each mechanism alone and combine the results by Matthiessen's rule,
\begin{equation}
\frac1{\mu_M}=\frac1{\mu_a}+\frac1{\mu_b},
\label{rule}
\end{equation}
or one can add the scattering rates at every energy and average once, which gives the Boltzmann mobility $\mu$. The first way lets stored partial mobilities be reused; the second needs the energy-resolved rates of both mechanisms together. The choice hangs on the size of
\begin{equation}
\delta=1-\frac{\mu}{\mu_M},
\label{delta}
\end{equation}
the error of the rule relative to its own prediction. In a strongly degenerate channel with smoothly varying lifetimes $\delta$ is small because the transport integral is confined to energies near the Fermi energy. The notes below derive this, separate the factors that set $\delta$, and find where the argument fails.

The model is a two-dimensional channel with one occupied subband, $E=\hbar^2k^2/2m$, spin degeneracy two and one valley. The field is weak. Two independent mechanisms scatter elastically and isotropically, with lifetimes $a(E)$ and $b(E)$. Neither alters the other, so screening, for example, is the same in all three calculations. The mobilities $\mu_a$, $\mu_b$ and $\mu$ refer to the same density and temperature.

\section{What is additive: rates at one energy}

Let a force $F$ act along $x$, let $\theta$ be the angle between $\mathbf k$ and $x$, and write the distribution as $f+g$, with $f$ the Fermi function and $g$ linear in $F$. Since $\nabla_{\mathbf k}f=\hbar\mathbf v f'(E)$, the steady linearised Boltzmann equation is
\begin{equation}
Fv\cos\theta\,f'(E)=W(E)\int_0^{2\pi}\frac{d\theta'}{2\pi}\,[g(\theta')-g(\theta)].
\label{boltz}
\end{equation}
No blocking factors appear, because for elastic scattering the occupations of the two states enter as $f_2(1-f_1)-f_1(1-f_2)=f_2-f_1$. The total rate is $W=1/a+1/b$, since independent rates add.

Try $g\propto\cos\theta$. The first term on the right, scattering into the state, averages to zero over $\theta'$. What remains is $-Wg$, so
\begin{equation}
g=-F v\,\tau f'(E)\cos\theta,\qquad
\tau=\frac1W=\frac{ab}{a+b}.
\label{tau}
\end{equation}
Within one energy shell the addition of rates is therefore exact in this model. Any error of \eqref{rule} must come from combining different energies.

\section{How energies are combined}

The density of states is the constant $D=m/\pi\hbar^2$, because $2\,k\,dk\,d\theta/(2\pi)^2=D\,dE\,d\theta/2\pi$. The particle current is the sum of $v\cos\theta\,g$ over states. The angular mean of $\cos^2\theta$ is $1/2$, and $v^2/2=E/m$, so
\begin{equation}
J=FD\int_0^\infty\frac{v^2}{2}\,\tau(-f')\,dE
=\frac{FD}{m}\int_0^\infty E\,\tau(-f')\,dE .
\end{equation}
The density is, after an integration by parts whose boundary term $Ef$ vanishes at both ends,
\begin{equation}
n=D\int_0^\infty f\,dE=D\int_0^\infty E(-f')\,dE .
\end{equation}
At zero temperature $n=DE_F$, which defines $E_F$ at the given density. Hence $\int E(-f')dE=E_F$ at every temperature. Dividing $J/n$ by the field, with $e$ the size of the carrier charge, gives
\begin{equation}
\mu=\frac em\langle\tau\rangle,\qquad
\langle X\rangle=\int_0^\infty\frac{E(-f')}{E_F}\,X(E)\,dE .
\label{mob}
\end{equation}
A direct solution of the collision equation on a grid of angles, followed by a sum over $\mathbf k$, tests this result. For $E_F/kT=5$, constant $a$ and $b=aE/E_F$, both routes give $0.517851$ in units of $ea/m$.

Write $A=\langle a\rangle$ and $B=\langle b\rangle$. The Boltzmann mobility contains $\langle ab/(a+b)\rangle$, while Matthiessen's rule contains $AB/(A+B)$. The rule averages each lifetime first and combines afterwards. If the weight in \eqref{mob} sat at a single energy, the order would not matter. That is the reason for the improvement; its size requires an expression for the difference.

\section{The error as a mean square}

Expand the square
\begin{equation}
\left(\frac aA-\frac bB\right)^2=\frac{a^2}{A^2}+\frac{b^2}{B^2}-\frac{2ab}{AB},
\end{equation}
and substitute $a^2=a(a+b)-ab$ and $b^2=b(a+b)-ab$. Collecting the terms in $ab$ gives
\begin{equation}
\left(\frac aA-\frac bB\right)^2=(a+b)\left(\frac a{A^2}+\frac b{B^2}\right)
-ab\left(\frac1A+\frac1B\right)^2 .
\end{equation}
Divide by $a+b$ and average. Since $\langle a\rangle/A^2=1/A$, and likewise for $b$,
\begin{equation}
\left\langle\frac{(a/A-b/B)^2}{a+b}\right\rangle
=\left(\frac1A+\frac1B\right)-\left(\frac1A+\frac1B\right)^2\langle\tau\rangle .
\end{equation}
By \eqref{delta}, $\delta=1-(1/A+1/B)\langle\tau\rangle$. Multiplying the last line by $AB/(A+B)=(1/A+1/B)^{-1}$ therefore yields
\begin{equation}
\boxed{\;\delta=\frac{AB}{A+B}\left\langle\frac{(a/A-b/B)^2}{a+b}\right\rangle\ge0.\;}
\label{identity}
\end{equation}
No expansion in temperature has been made. In this model the rule never underestimates the mobility. The error vanishes only if $a/A=b/B$ at all energies, that is, if $a/b$ is constant. In that case the rule is exact even for a dilute, nondegenerate gas. Degeneracy is thus one way to make the rule good, not a necessary condition.

\section{Localisation at the Fermi energy}

From $n=DkT\ln(1+e^{\zeta/kT})$ the chemical potential is $\zeta=E_F+kT\ln(1-e^{-E_F/kT})$. For $kT\ll E_F$ it differs from $E_F$ by an exponentially small amount. Define
\begin{equation}
t=\frac{kT}{E_F},\qquad x=\frac{E-E_F}{kT},\qquad y=\frac{E-E_F}{E_F}=tx .
\end{equation}
Up to exponentially small terms, the weight is $(1+y)K(x)\,dx$ with $K=1/[4\cosh^2(x/2)]$, and $x$ may run over the whole real line. The factor $1+y$ is $E/E_F$.

The function $K$ is even and has unit area. Because $K=-d(e^x+1)^{-1}/dx$, integration by parts and the series $(e^x+1)^{-1}=e^{-x}-e^{-2x}+\dots$ give
\begin{align}
\int x^2K\,dx&=4\int_0^\infty\frac{x\,dx}{e^x+1}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}3,\\
\int x^4K\,dx&=8\int_0^\infty\frac{x^3dx}{e^x+1}=8\cdot\frac{7\pi^4}{120}=\frac{7\pi^4}{15}.
\end{align}
With $s=\pi^2t^2/3$ and $q=7\pi^4t^4/15$, the factor $1+y$ pairs odd with even powers:
\begin{equation}
\langle y\rangle=\langle y^2\rangle=s,\qquad \langle y^3\rangle=\langle y^4\rangle=q .
\label{moments}
\end{equation}

Now let $a$ and $b$ be smooth over several $kT$ around $E_F$. Then $a=a_F(1+\alpha y+\dots)$ and $b=b_F(1+\beta y+\dots)$, where $\alpha$ and $\beta$ are the logarithmic slopes $d\ln a/d\ln E$ and $d\ln b/d\ln E$ at $E_F$. The means $A$ and $B$ differ from $a_F$ and $b_F$ by relative order $t^2$, so
\begin{equation}
\frac aA-\frac bB=(\alpha-\beta)\,y+O(y^2,t^2).
\end{equation}
The mean square is $(\alpha-\beta)^2s+O(t^4)$. At leading order the remaining factors in \eqref{identity} take their values at $E_F$, $a_Fb_F/(a_F+b_F)^2$. This is $p_ap_b$, where
\begin{equation}
p_a=\frac{1/a}{1/a+1/b}=\frac b{a+b},\qquad p_b=\frac a{a+b}
\end{equation}
are the shares of the two mechanisms in the total rate. Since $\alpha-\beta=E_F\,d\ln(a/b)/dE$,
\begin{equation}
\boxed{\;\delta\simeq\frac{\pi^2}{3}(kT)^2\;p_ap_b\left[\frac{d\ln(a/b)}{dE}\right]^2_{E_F}.\;}
\label{law}
\end{equation}

\section{Weighing the three factors}

\subsection{Thermal width}

The first factor is, at leading order in $kT/E_F$, the variance of energy in the transport weight. Take $m=0.2$ electron masses and $n=5\times10^{12}\,\mathrm{cm^{-2}}$, which give $E_F=\pi\hbar^2n/m=59.85$ meV. Let $a=0.2$ ps be constant and $b=aE/E_F$. These are round model parameters, and the linear law is a model isotropic rate. They give $2E_F\tau/\hbar=18$, so quantum corrections that the Boltzmann equation omits, such as weak localisation with relative scale $1/(18\pi)\approx1.75\,\%$ times a logarithm, can exceed the errors of a few tenths of a percent found below; those errors are statements within the Boltzmann model and do not depend on the common scale of the lifetimes. At 50 K, $kT=4.309$ meV, and the predicted width $\pi kT/\sqrt3=7.82$ meV compares with a computed 7.75 meV.

Here $p_a=p_b=1/2$ and $\alpha-\beta=-1$, so \eqref{law} becomes
\begin{equation}
\delta\simeq\frac{\pi^2}{12}\left(\frac{4.309}{59.85}\right)^2=0.43\,\%.
\end{equation}
The full integral gives 0.41\,\%. In terms of mobilities, $\mu_a=1759$ and $\mu_b=1789\ \mathrm{cm^2/(V\,s)}$. The second is larger because the mean energy of the weight, 60.87 meV, lies slightly above $E_F$. Matthiessen's rule gives $886.8$ and the Boltzmann average $883.2\ \mathrm{cm^2/(V\,s)}$.

Cooling at fixed density, with $a(E)$ and $b(E)$ unchanged, reduces the error from 3.61\,\% at 200 K to 1.42\,\% at 100 K, 0.41\,\% at 50 K and 0.105\,\% at 25 K. The last halving of $T$ divides it by 3.9, close to the factor 4 of a $T^2$ law. The first divides it by only 2.6, and at 200 K the leading law predicts 6.8\,\%, nearly twice the true error.

The next order shows how this departure starts. In units of $a$, the lifetimes are $1$ and $1+y$, with means $1$ and $1+s$. Then $1-b/B=(s-y)/(1+s)$, and \eqref{identity} reads
\begin{equation}
\delta=\frac1{(1+s)(2+s)}\left\langle\frac{(y-s)^2}{1+y/2}\right\rangle\frac12 .
\end{equation}
Use $1/(1+y/2)=1-y/2+y^2/4-\dots$ and \eqref{moments}, and keep terms through $t^4$. The three pieces are
\begin{align}
\langle(y-s)^2\rangle&=s-2s^2+s^2=s-s^2,\\
-\tfrac12\langle y(y-s)^2\rangle&\simeq-\tfrac12(q-2s^2)=-\tfrac q2+s^2,\\
\tfrac14\langle y^2(y-s)^2\rangle&\simeq\tfrac q4 .
\end{align}
Their sum is $s-q/4$. The prefactor, with the final $1/2$, is $\tfrac14(1-3s/2)$ to this order. Hence
\begin{equation}
\delta\simeq\frac s4\left(1-\frac{3s}2-\frac q{4s}\right)
=\frac{\pi^2t^2}{12}\left(1-\frac{17\pi^2}{20}t^2\right),
\end{equation}
because $3s/2=\pi^2t^2/2$ and $q/4s=7\pi^2t^2/20$. At 25 K the correction is 1.09\,\% of the leading term, and the leading law exceeds the computed $\delta$ by 1.10\,\% of $\delta$. The coefficient $17\pi^2/20\approx8.4$ is large, so in this example $kT/E_F$ must be well below $0.3$ before the leading law is quantitative.

\subsection{Slope mismatch}

The last factor in \eqref{law} compares the two lifetimes with each other. At this order an energy dependence shared by both cancels, provided it is smooth over the thermal window. For power laws $a\propto E^{\alpha}$ and $b\propto E^{\beta}$ the bracket is $(\alpha-\beta)^2/E_F^2$, so at leading order, with the shares fixed, doubling the difference of exponents costs as much as doubling the temperature.

The dilute limit shows what the mismatch does without localisation. Keep $a$ constant and $b\propto E$, but choose the prefactor of $b$ so that $B=A$. For a nondegenerate gas, with $z=E/kT$, the weight is $ze^{-z}dz$ and $\langle z\rangle=2$. In units of $a$, then, $b=z/2$ and $\tau=z/(z+2)$. Since $z^2/(z+2)=z-2+4/(z+2)$,
\begin{equation}
\langle\tau\rangle=\int_0^\infty\frac{z^2e^{-z}}{z+2}\,dz
=1-2+4e^2E_1(2),
\end{equation}
where $E_1(u)=\int_u^\infty e^{-r}dr/r$. With $A=B=1$,
\begin{equation}
\delta=1-2\langle\tau\rangle=3-8e^2E_1(2)=10.9\,\%.
\end{equation}
If the prefactor of $b$ is readjusted at each temperature to keep $B=A$, this value does not depend on temperature, because the width and the mean of the weight both scale with $kT$. Cooling a gas that stays nondegenerate then brings no localisation. With a fixed prefactor, $B/A$ is proportional to $T$, and $\delta$ changes on cooling only through the balance between the two mechanisms.

At 50 K, with the partial mobilities kept equal at each density, $\delta$ falls from 10.8\,\% at $10^{10}\,\mathrm{cm^{-2}}$ to 4.5\,\% at $10^{12}$ and 0.41\,\% at $5\times10^{12}\,\mathrm{cm^{-2}}$. The corresponding values of $E_F/kT$ are 0.028, 2.8 and 13.9. This comparison isolates degeneracy, because neither mechanism is allowed to become dominant. The percentages do not depend on the common scale of the lifetimes, but the Boltzmann equation itself requires $2E\tau/\hbar\gg1$ at the energies that carry the current. With $a=0.2$ ps this quantity is only 2.6 at the mean energy for $10^{10}\,\mathrm{cm^{-2}}$, so the low-density values presuppose longer lifetimes.

\subsection{Shares of the rate}

The product $p_ap_b$ is at most $1/4$, reached when the two rates are equal at $E_F$. If the lifetimes are smooth and one mechanism dominates throughout the thermal window, the product is small and the rule is good for a reason unrelated to localisation.

The shares can also work against degeneracy. Suppose the mechanisms are fixed while the density is raised, with $a$ constant and $b=a(E/E_0)^r$. When $b\ll a$ at $E_F$, $p_b\simeq1$ and $p_a\simeq(E_F/E_0)^r$, and \eqref{law} gives
\begin{equation}
\delta\simeq\frac{\pi^2r^2}{3}(kT)^2\,\frac{E_F^{\,r-2}}{E_0^{\,r}} .
\end{equation}
For $r>2$ the error grows with density in this regime, because the share of the weaker mechanism grows as $E_F^{\,r}$, faster than the square of the relative thermal width, $(kT/E_F)^2$, shrinks. With $r=3$, $E_0=200$ meV and $T=50$ K, doubling the density from $2.5\times10^{12}$ to $5\times10^{12}\,\mathrm{cm^{-2}}$ raises $\delta$ from 0.27\,\% to 0.42\,\%. The increase is less than the factor 2 of the estimate, which drops higher powers of $kT/E_F$ and of $b/a$. For $r$ only slightly above 2 the dropped terms can reverse the trend: with $r=2.1$ and the same $E_0$, $T$ and densities, $\delta$ falls from 0.54\,\% to 0.50\,\%. These percentages also presuppose long lifetimes: with $a=0.2$ ps, $2E_F\tau/\hbar$ would be only 0.06 and 0.95 at the two densities, outside the range of the Boltzmann equation, whereas $a=20$ ps gives 6 and 95. For smooth, temperature-independent lifetimes, cooling at fixed density thus improves the rule once $kT\ll E_F$. In a hot, nondegenerate channel it need not. With $a$ constant and $b=aE/E_F$, for example, the second mechanism fades as $T\to\infty$, so $\delta$ tends to zero there too, and cooling from that limit first raises the error. For a change of density, the claim that degeneracy improves the rule needs a statement of what happens to the shares.

\section{Structure narrower than the thermal window}

The law \eqref{law} assumes that the lifetimes vary smoothly across the window that remains. Let the second mechanism be a resonance at the Fermi energy,
\begin{equation}
b=a\left[1+\left(\frac{E-E_F}{G}\right)^2\right],\qquad G=1\ \text{meV},
\end{equation}
with $a$ constant. Its rate $1/b$ is a Lorentzian of half-width $G$. The slope of $\ln(a/b)$ vanishes at $E_F$, so \eqref{law} gives zero. At 50 K and the main density the actual error is 9.5\,\%, although $E_F/kT=13.9$.

The cause is visible in the two averages. With $\kappa=kT/G=4.31$ and in units of $a$, $\tau=1-1/(2+\kappa^2x^2)$. The resonance removes current from a narrow window. As $K\le1/4$ and the odd part of the weight drops out, the loss is at most
\begin{equation}
\frac14\int_{-\infty}^{\infty}\frac{dx}{2+\kappa^2x^2}=\frac{\pi}{4\sqrt2\,\kappa}=0.13 .
\end{equation}
The partial mobility $\mu_b$ hardly registers this window. Its mean lifetime $B=1+\pi^2\kappa^2/3\approx62$ comes from the wings, where the resonance is weak. Matthiessen's rule then lowers the mobility by only $1/(1+B)\approx1.6\,\%$ below $\mu_a$.

For $kT\ll G$ the window lies inside the resonance. Then $a/A-b/B\simeq-\kappa^2(x^2-\pi^2/3)$, the shares are equal, and
\begin{equation}
\delta\simeq\frac{\kappa^4}4\left(\frac{7\pi^4}{15}-\frac{\pi^4}{9}\right)=\frac{4\pi^4}{45}\left(\frac{kT}{G}\right)^4 .
\end{equation}
The improvement on cooling now follows $T^4$, because the linear mismatch is absent. At 1 K, $kT=0.0862$ meV and this estimate is 0.048\,\%; the full integral gives 0.041\,\%, the difference being the higher powers of $kT/G$. In this example the relevant comparison is thus $kT$ against $G$; for power laws in $E$ the corresponding scale is $E_F$.

\section{What localisation cannot remove}

Confinement in energy leaves the angle around the Fermi line free. Keep the first mechanism isotropic with rate $1/a$, and let the second scatter from $\theta$ to $\theta'$ with rate density $S(\theta)S(\theta')/(2\pi a)$, where $S=1+0.8\cos2\theta$. Its out-scattering rate is $S(\theta)/a$. In-scattering vanishes because $S$ is unchanged under $\theta\to\theta+\pi$ while $g$ changes sign. The lifetime therefore depends on angle, and the current weights it with $2\cos^2\theta=1+c$, where $c=\cos2\theta$. The angular mean of $1/(u+wc)$ is $1/\sqrt{u^2-w^2}$ for $u>|w|$, so in units of $a$
\begin{align}
\overline{\frac{1+c}{1+0.8c}}&=1.25-\frac{0.25}{\sqrt{1-0.64}}=0.8333,\\
\overline{\frac{1+c}{2+0.8c}}&=1.25-\frac{1.5}{\sqrt{4-0.64}}=0.4317 .
\end{align}
The first is the second mechanism alone, the second both together. Hence $\delta=1-0.4317\,(1+1/0.8333)=5.0\,\%$ at a single energy. This value is for a force along $x$; along $y$ the weight is $1-c$ and $\delta=7.7\,\%$. No cooling reduces it.

Isotropic scattering excludes this error, but a weaker condition suffices. If the rate density depends only on the deflection angle, say $[1+0.5\cos(\theta'-\theta)]/(2\pi a)$, in-scattering returns $0.25\cos\theta$ and the transport rate is $0.75/a$ at every angle. Added to an isotropic rate $1/a$ it gives $1.75/a$, as the solution on the angular grid confirms.

\section{Using the estimate}

For smooth lifetimes, $p_ap_b\le1/4$ turns \eqref{law} into a criterion that needs no knowledge of the shares. At leading order, an error below $\epsilon$ is secured by
\begin{equation}
\frac{kT}{E_F}\le\frac{\sqrt{12\,\epsilon}}{\pi\,|\alpha-\beta|} .
\end{equation}
For $\epsilon=1\,\%$ and exponents differing by one, this requires $kT/E_F\le0.11$. The 50 K example, at 0.072, qualifies; the 100 K case, at 0.144, does not, and its error is indeed 1.4\,\%. The criterion is a leading-order estimate and not a strict bound, because the next-order term can have either sign: at the threshold $kT/E_F=0.1103$, with equal rates at $E_F$, $\delta$ is 0.90\,\% for $a$ constant and $b\propto E$, but 1.04\,\% for $a\propto E^{-1}$ and $b$ constant. Where the criterion fails, the error may still be small because one share is small, but the estimate no longer indicates it. In that case, or when the rates have structure on the scale of $kT$, adding the rates before averaging is the safe choice. The estimate rests on elastic, isotropic scattering in one subband; inelastic phonon scattering and rates that depend on the direction of motion need a separate treatment. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Mass: 0.20 electron masses; tau_a: 0.20 ps
k-space mobility, E_F/kT=5: 0.51785143 (units e tau_a/m)
Averaged-lifetime mobility: 0.51785143 (units e tau_a/m)
Main density: 5.0e+12 cm^-2; E_F: 59.847 meV
Cooling at main density, tau_b = tau_a E/E_F:
  T=200 K, kT=17.235 meV: delta=3.6091 %, leading law=6.8209 %
  T=100 K, kT=8.617 meV: delta=1.4152 %, leading law=1.7052 %
  T=50 K, kT=4.309 meV: delta=0.4077 %, leading law=0.4263 %
  T=25 K, kT=2.154 meV: delta=0.1054 %, leading law=0.1066 %
At 25 K, excess of leading law over delta: 1.100 %
At 25 K, excess from next-order term: 1.087 %
At 50 K, mean energy of weight: 60.868 meV
At 50 K, rms width of weight: 7.748 meV
At 50 K, width law pi kT/sqrt(3): 7.815 meV
At 50 K, mu_a: 1758.82 cm^2/(V s)
At 50 K, mu_b: 1788.81 cm^2/(V s)
At 50 K, Matthiessen mobility: 886.84 cm^2/(V s)
At 50 K, Boltzmann mobility: 883.23 cm^2/(V s)
Density series at 50 K, tau_b = tau_a E/<E>:
  n=1e+10 cm^-2, E_F/kT=0.028: delta=10.8419 %
  n=1e+11 cm^-2, E_F/kT=0.278: delta=10.0156 %
  n=1e+12 cm^-2, E_F/kT=2.778: delta=4.4701 %
  n=2e+12 cm^-2, E_F/kT=5.556: delta=1.9947 %
  n=5e+12 cm^-2, E_F/kT=13.890: delta=0.4076 %
Nondegenerate limit, closed form: 10.9371 %
Fixed tau_b = tau_a (E/200 meV)^3 at 50 K:
  n=2.5e+12 cm^-2: delta=0.2674 %
  n=5.0e+12 cm^-2: delta=0.4161 %
tau_b = tau_a [1+((E-E_F)/G)^2], G=1.0 meV, main density:
  T=50 K, kT=4.3087 meV: delta=9.4626 %
  T=1 K, kT=0.0862 meV: delta=0.0413 %
One shell, rates 1 and s(i)s(j), s = 1+0.8 cos(2 theta):
  tau of uneven mechanism: 0.83333 (units of tau_a)
  delta at a single energy: 5.0298 %
One shell, rates 1 and 1+0.5 cos(deflection angle):
  inverse lifetimes: 1.00000, 0.75000, together 1.75000 (units 1/tau_a)
\end{verbatim}
